\section*{Trap Spacing and Trap Chains in a 5 nm Hafnia Capacitor}

\section{The decision}

Before computing the leakage of a thin memory capacitor, one must choose between two descriptions. If electrons cross the film through many traps in series, a hopping mobility may be a sensible average. If they cross through one or two, no such average exists inside the film, and the traps must be treated individually. The choice depends on the trap spacing compared with the film thickness, and on how fast tunnelling decays with distance.

Take a trap density and thickness
\begin{equation}
n=10^{19}\ \mathrm{cm^{-3}}=0.010\ \mathrm{nm^{-3}},\qquad d=5\ \mathrm{nm}.
\end{equation}
The conversion uses $1\ \mathrm{cm^3}=10^{21}\ \mathrm{nm^3}$. Traps are assumed to be independent and uniformly distributed. A ``long chain'' means four or more traps in series.

One trap occupies on average a volume $1/n$. The side of a cube of this volume is the characteristic spacing
\begin{equation}
a=n^{-1/3}=(0.010)^{-1/3}\ \mathrm{nm}=4.64\ \mathrm{nm}.
\end{equation}
A column of cross-section $a^2$ through the film contains on average
\begin{equation}
na^2d=\frac{d}{a}=\frac{5}{4.64}=1.08
\end{equation}
traps. A typical column therefore holds too few traps for a long chain. Random placement still produces some close groups, so two questions remain: how many long chains exist, and how much current do they carry?

\section{Nearest neighbours: bulk limit and surface correction}

The spacing $a$ is not the mean distance to the nearest trap. For independent traps, a volume $V$ is empty with probability $e^{-nV}$. The mean of a positive distance is the integral of the probability that it exceeds $r$. In the bulk, with $b=4\pi n/3$,
\begin{equation}
\bar r_\infty=\int_0^\infty e^{-br^3}\,dr .
\end{equation}
Put $y=br^3$, so that $dr=\tfrac13 b^{-1/3}y^{-2/3}dy$. Then
\begin{equation}
\bar r_\infty=\tfrac13\Gamma(\tfrac13)\,b^{-1/3}
=\Gamma(\tfrac43)\,R,\qquad R=b^{-1/3}.
\end{equation}
Here $R=2.88$ nm and $\bar r_\infty=2.57$ nm.

Near an electrode part of the search sphere lies outside the film, where there are no traps. If the electrode is at distance $h=tr$ with $0<t<1$, the missing cap has volume $\pi r^3(1-t)^2(2+t)/3$. The fraction of the sphere left is
\begin{equation}
f(t)=1-\frac{(1-t)^2(2+t)}4=\frac{2+3t-t^3}{4}.
\end{equation}
It rises from $1/2$ at the electrode to 1 when the sphere just touches it. For a thick film the two surfaces act separately. Integrating the extra distance over $h$, with $dh=r\,dt$, gives for one surface
\begin{align}
S&=\int_0^\infty r\,dr\int_0^1dt\,
\left[e^{-br^3f(t)}-e^{-br^3}\right]\notag\\
&=\frac{\Gamma(2/3)}3R^2
\left[\int_0^1f(t)^{-2/3}dt-1\right].
\end{align}
The second line uses $\int_0^\infty r e^{-cr^3}dr=\Gamma(2/3)c^{-2/3}/3$, once with $c=bf$ and once with $c=b$. Simpson's rule at $t=0,\frac14,\frac12,\frac34,1$ gives
\begin{equation}
\frac{1.587+4(1.289+1.030)+2(1.120)+1}{12}=1.175 .
\end{equation}
With $\Gamma(2/3)=1.354$, $S=0.079R^2$. Averaging over the thickness divides by $d$, and there are two surfaces:
\begin{equation}
\bar r\simeq\Gamma(\tfrac43)R+\frac{0.158R^2}{d}
=2.57+0.26=2.83\ \mathrm{nm}.
\end{equation}
Direct integration with both caps present gives 2.84 nm. The asymptotic condition is $nd^3\gg1$, while here $nd^3=1.25$; the close agreement is a numerical finding at this thickness, not a guarantee.

In the opposite limit, $nd^3\ll1$, the neighbour is much farther away than $d$. The accessible volume is then a disc, $V\simeq\pi r^2d$, and
\begin{equation}
\bar r\simeq\int_0^\infty e^{-\pi ndr^2}dr=\frac1{2\sqrt{nd}} .
\end{equation}
This would give 2.24 nm here, well below 2.84 nm: the film is not in the two-dimensional limit.

\section{How many chains exist}

Consider chains that rise from one electrode to the other, with each sideways step between successive traps at most $\rho$. The first trap may lie anywhere over the capacitor area. Each later trap has a lateral area $\pi\rho^2$ available. The $k$ heights must be in increasing order, which selects a fraction $1/k!$ of the volume $d^k$. The mean number of chains per area is therefore
\begin{equation}
\nu_k=\frac{(nd)^k(\pi\rho^2)^{k-1}}{k!}.
\end{equation}

Tunnelling suggests a value for $\rho$. Let the weight of a hop of length $s$ be $e^{-2\kappa s}$, with
\begin{equation}
\kappa=\frac{\sqrt{2mE_t}}{\hbar}.
\end{equation}
For a trap depth $E_t=1$ eV and a tunnelling mass of 0.2 electron masses, $\kappa=2.291\ \mathrm{nm^{-1}}$. A sideways displacement $\rho$ lengthens a vertical hop $s$ by about $\rho^2/(2s)$. The weight falls by a factor $e$ when $2\kappa\rho^2/(2s)=1$, that is, when $\rho=\sqrt{s/\kappa}$. For $s=2.5$ nm this is 1.04 nm, so take $\rho=1$ nm.

On a capacitor of $100\times100\ \mathrm{nm^2}$ the mean numbers for one, two, three and four traps are 500, 39, 2.1 and 0.08. For example,
\begin{equation}
10^4\,\nu_4=10^4\,\frac{(0.05)^4\pi^3}{24}=0.08 .
\end{equation}
A square of side about 350 nm is needed for one such four-trap chain on average. Long chains are thus possible, and a large capacitor contains many of them.

The cutoff matters. Since $\nu_4\propto\rho^6$, doubling $\rho$ multiplies the count by 64, to 5.2 per device. In the other direction, an evenly spaced four-trap chain has hops of only 1 nm, for which $\sqrt{s/\kappa}=0.66$ nm; this cutoff makes the count twelve times smaller. Moreover, the count ignores how evenly a chain's traps are spaced. It cannot settle the current.

\section{Current through one trap}

Give each hop the conductance $e^{-2\kappa s}$, in units of one common prefactor, and write $\alpha=2\kappa$. This is a low-bias model with equal trap energies. A trap at height $z$ is connected to the electrodes by two resistances in series, $e^{\alpha z}$ and $e^{\alpha(d-z)}$. If traps acted alone, the conductance per area would be
\begin{equation}
G_1=n\int_0^d\frac{dz}{e^{\alpha z}+e^{\alpha(d-z)}} .
\end{equation}
Set $z=d/2+x/\alpha$. The denominator becomes $2e^{\alpha d/2}\cosh x$, and the limits become $\pm\alpha d/2=\pm\kappa d$. Since $d(\arctan e^x)/dx=1/(2\cosh x)$,
\begin{align}
G_1&=\frac{n}{2\kappa}e^{-\kappa d}
\left[\frac\pi2-2\arctan(e^{-\kappa d})\right]\notag\\
&\simeq\frac{\pi n}{4\kappa}e^{-\kappa d}
\left[1-\frac4\pi e^{-\kappa d}\right].
\end{align}
The first line also uses $\arctan e^X=\pi/2-\arctan e^{-X}$. The correction comes from the finite film edges. With $\kappa d=11.46$ it is of relative size $10^{-5}$ and can be dropped. The result is $G_1=3.63\times10^{-8}\ \mathrm{nm^{-2}}$; averaging over simulated random traps gives $3.61\times10^{-8}\ \mathrm{nm^{-2}}$.

The best single trap lies in the middle, because the longer of the two hops controls the series resistance.

\section{The first correction in density: two traps}

Two traps can divide the film into three hops of length $d/3$. Such pairs are rarer, but their controlling exponent is $2\kappa d/3$ instead of $\kappa d$. Sum the series conductance over all pairs with $z_1<z_2$:
\begin{equation}
G_2=n^2\int dz_1dz_2d^2\rho\;
\frac1{e^{\alpha z_1}+e^{\alpha s}+e^{\alpha(d-z_2)}},
\end{equation}
where $s^2=\ell^2+\rho^2$ and $\ell=z_2-z_1$. At fixed heights $\rho\,d\rho=s\,ds$, so $d^2\rho=2\pi s\,ds$, with $s$ starting at $\ell$. Measure departures from equal hops by
\begin{equation}
z_1=\frac d3+\frac u\alpha,\qquad
d-z_2=\frac d3+\frac v\alpha,\qquad
s=\ell+\frac w\alpha .
\end{equation}
Then $\ell=d/3-(u+v)/\alpha$ and $s=d/3+(w-u-v)/\alpha$. The three differentials supply $\alpha^{-3}$. For $\kappa d\gg1$ the limits on $u$ and $v$ may be extended to infinity, giving
\begin{equation}
G_2\simeq\frac{2\pi n^2}{\alpha^3}e^{-\alpha d/3}
\int du\,dv\int_0^\infty dw\,
\frac{d/3+(w-u-v)/\alpha}{e^u+e^v+e^{w-u-v}} .
\end{equation}

Shift $u=u'+w/3$ and $v=v'+w/3$. Then $w-u-v=w/3-u'-v'$, and a common factor $e^{w/3}$ leaves the denominator. What remains is
\begin{equation}
K=\int\frac{du'\,dv'}{e^{u'}+e^{v'}+e^{-u'-v'}} .
\end{equation}
To evaluate $K$, write $1/D=\int_0^\infty e^{-\lambda D}d\lambda$ and set $X=\lambda e^{u'}$, $Y=\lambda e^{v'}$, $Z=\lambda e^{-u'-v'}$. Then $XYZ=\lambda^3$. The Jacobian from $(u',v',\ln\lambda)$ to $(\ln X,\ln Y,\ln Z)$ is 3, and $d\lambda=\lambda\,d\ln\lambda$. Therefore
\begin{equation}
K=\frac13\left[\int_0^\infty X^{1/3-1}e^{-X}dX\right]^3
=\frac{\Gamma(1/3)^3}{3}.
\end{equation}

For the leading numerator $d/3$, the integral over $w$ is $\int_0^\infty e^{-w/3}dw=3$. For the next term it is $\int_0^\infty(w/3)e^{-w/3}dw=3$. The terms in $u'$ and $v'$ average to zero: the three exponents $u'$, $v'$ and $-u'-v'$ enter $K$ symmetrically and sum to zero. Thus
\begin{equation}
G_2\simeq\frac{2\pi dn^2}{3\alpha^3}
\Gamma(\tfrac13)^3e^{-\alpha d/3}
\left[1+\frac3{\alpha d}\right].
\end{equation}
The bracket contains the first correction in inverse thickness. The extended limits leave a relative error of order $e^{-\kappa d/3}$, apart from powers of $\kappa d$. Since $e^{-\kappa d/3}\approx1/45$ here, the result should be read as an estimate.

Dividing by $G_1\simeq\pi n e^{-\alpha d/2}/(2\alpha)$ gives
\begin{equation}
\frac{G_2}{G_1}\simeq
\frac{4nd}{3\alpha^2}\Gamma(\tfrac13)^3e^{\kappa d/3}
\left[1+\frac3{\alpha d}\right].
\end{equation}
For the example $\alpha=4.58\ \mathrm{nm^{-1}}$ and $\Gamma(1/3)^3=19.2$, so
\begin{equation}
\frac{G_2}{G_1}\simeq0.00318\times19.2\times45.5\times1.13
\approx3.1 .
\end{equation}
Direct integration over the finite film gives 2.95. This sum still treats every path as separate. The true second-order term in density is the conductance of a connected pair minus that of its two traps taken alone. Integrated over all pairs, it is 2.25 times the one-trap term.

The first correction in density therefore exceeds the leading term. An expansion based on isolated traps has failed at this density, even though the typical column holds about one trap. The correction relative to the one-trap term is linear in $n$ and reaches one near $4.4\times10^{18}\ \mathrm{cm^{-3}}$; the one-trap formula requires a density well below this, at the same $d$ and $\kappa$. These numbers assume equal prefactors for trap-electrode and trap-trap hops. If the electrode hops are ten times stronger, the second-order term drops from 2.25 to 0.70 times the one-trap term.

\section{The full network}

At $10^{19}\ \mathrm{cm^{-3}}$ paths share traps and compete, so separate path conductances cannot simply be added. Let $g_{ij}$ be the conductance between traps $i$ and $j$, and $g_{iL}$, $g_{iR}$ those to the electrodes held at potentials 1 and 0. Current conservation at each trap reads
\begin{equation}
\sum_jg_{ij}(V_i-V_j)+g_{iL}(V_i-1)+g_{iR}V_i=0 .
\end{equation}
Solving this for many random films, and following the net current from high to low potential with complete mixing at each trap, gives the shares below. Direct electrode-to-electrode tunnelling is omitted. In the row with an energy spread, the trap energies $E_i$, measured from the electrode Fermi level, are drawn from a Gaussian of standard deviation 0.1 eV. Each link conductance is then multiplied by $\exp[-(|E_i|+|E_j|+|E_i-E_j|)/(2k_BT)]$ at $T=300$ K, with energy zero for an electrode. In the other rows all $E_i=0$.

\begin{center}
\begin{tabular}{lrrrr}
Case & 1 & 2 & 3 & 4+ \\ \hline
Base & 19\% & 54\% & 23\% & 3.5\% \\
Depth 2 eV & 6\% & 52\% & 32\% & 10\% \\
Energy spread 0.1 eV & 46\% & 45\% & 9\% & 0.6\% \\
$n=10^{20}\ \mathrm{cm^{-3}}$ & 0.2\% & 6\% & 23\% & 71\% \\
$d=10$ nm & 0.0\% & 1\% & 13\% & 86\%
\end{tabular}
\end{center}

Each row changes one quantity and holds the other model parameters at their base values. The sampling error of the last column is 0.3 percentage points for the base case and at most 1.5 in the others. The other columns can shift by one to two points between sets of random films.

In the base film the mean number of traps visited is 2.1. Pairs carry the largest share although well-aligned pairs are far fewer than single traps. The shorter hops repay the rarity, as the ratio $G_2/G_1$ indicates. Long chains carry a few per cent.

The conductances of separate paths also bound the path currents. On a path carrying current $I_p$, each link carries at least $I_p$ in the same direction. The potential drops on its links add to 1, so $1\ge I_p\sum_{\rm links}g^{-1}$. Hence $I_p$ cannot exceed the conductance of that path standing alone. The total network conductance is $3.70$ times the isolated-trap sum for this set of films; the ratio shifts by about 0.15 between sets. Its one-trap part is $0.188\times3.70=0.70$ and its two-trap part is $0.543\times3.70=2.0$, in units of that sum. The first lies below the separate-path value 1, and the second below the asymptotic estimate 3.1 of the separate-path sum, consistent with the bound.

The thicker film shows why $d/a$ alone is insufficient. Doubling $d$ doubles $d/a$ to 2.2, but the factor $e^{\kappa d/3}$ grows from about 45 to 2100. Evenly divided paths then win by a much larger margin, and long chains dominate the model current.

\section{A real capacitor}

Ferroelectric hafnia capacitors can have films of roughly 5 to 10 nm and operate at fields of order 1 to 3 MV/cm. The trap density, depth and mass used here are rough representative values; all depend on processing and on the kind of defect. The model also places the mean trap level at the electrode Fermi level, which a given defect and electrode need not satisfy. It gives trap-electrode and trap-trap hops the same prefactor, although these are different processes, and the shares depend on this choice. With electrode hops ten times stronger the base shares become about 49\%, 43\%, 7\% and 0.5\%; with electrode hops a hundred times stronger single traps carry about 79\%. With electrode hops ten times weaker the shares are about 5\%, 45\%, 38\% and 12\%. Long chains stay a minority in all these cases, but the lead of pairs does not persist. Real films also break the assumption of uniform traps, for instance at grain boundaries. If the density were ten times higher throughout the conducting region, the spacing would fall to 2.15 nm and the long-chain share would rise from 3.5\% to 71\% in this model. Trap creation before breakdown acts in the same direction. An energy spread of 0.1 eV at 300 K instead lowers the share to 0.6\%.

The network is ohmic, which requires the voltage across it to be small compared with the thermal energy, 0.026 eV per electron charge. Operating voltages are far larger, so the computed shares are not predictions under operating bias. The field lowers the exponent of a 2.5 nm hop from 11.5 to 10.7 at 1 MV/cm and to 8.9 at 3 MV/cm. These changes multiply the hop weight by about 2 and 13.

Thermal emission over a field-lowered barrier is a competing route for traps that are charged when empty. With optical permittivity 4, its Boltzmann factor at 1 MV/cm and 300 K is $4\times10^{-11}$, against a tunnelling weight of $2\times10^{-5}$. At 3 MV/cm and 358 K the values are $1.5\times10^{-5}$ and $1.4\times10^{-4}$. These tunnelling weights omit the attraction of the empty trap, which the emission factors include. Adding it to the tunnelling barrier raises the weights to about $9\times10^{-4}$ and $9\times10^{-3}$. In the second case emission is then smaller by a factor of about 600. The attempt rates need not be equal, so these factors alone do not give the ratio of the two currents.

Two other omitted effects, direct tunnelling and the Coulomb interaction between traps, can be estimated for these parameters. Direct tunnelling is about $10^{-4}$ of the one-trap term if the prefactors are equal. With static permittivity 30, the Coulomb energy of two charges one spacing apart is 0.010 eV, below the thermal energy. For an evenly divided pair, with traps $d/3=1.7$ nm apart, it would be 0.029 eV without electrodes. Image charges in the two metal electrodes reduce this to 0.016 eV for a pair stacked along the film normal. That is below the thermal energy but not negligible beside it, so the interaction may still change the current through such pairs. The computed shares do not include this. If every trap were charged, the field at the film edge would be 0.15 MV/cm.

For a uniform 5 nm film at $10^{19}\ \mathrm{cm^{-3}}$ and low bias, the calculation should therefore resolve individual traps. With comparable prefactors for electrode and trap-trap hops it should include at least paths of one, two and three; much stronger electrode hops shift the current towards single traps. A long-chain average is unjustified there. In the 10 nm film and at the tenfold density the mean number of traps visited rises to 4.8 and 4.3, but this alone does not justify a mobility. A mobility also requires the conductance per area times the thickness to be independent of thickness. In this network that product still falls by roughly a factor of ten from 10 to 20 nm at $10^{19}\ \mathrm{cm^{-3}}$, and by more than half from 5 to 10 nm at $10^{20}\ \mathrm{cm^{-3}}$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
trap density: 1.0e+19 cm^-3 = 0.010 nm^-3
film thickness d: 5.0 nm
spacing n^(-1/3): 4.64 nm
d / spacing (traps per column): 1.08
mean nearest neighbour, bulk: 2.57 nm
mean nearest neighbour, film: 2.84 nm
trap depth: 1.0 eV; mass: 0.2 m_e
kappa: 2.291 nm^-1; 1/kappa: 0.436 nm
sideways scale for 2.5 nm hop: 1.04 nm
device side: 100 nm; chosen rho: 1.0 nm
chains per device, 1 traps: 500
chains per device, 2 traps: 39.3
chains per device, 3 traps: 2.06
chains per device, 4 traps: 0.0807
chains per device, 5 traps: 0.00254
4-trap chains per device, rho 2 nm: 5.17
square side for one 4-trap chain: 352 nm
one-trap conductance, formula: 3.630e-08 nm^-2
one-trap conductance, sampled: 3.607e-08 nm^-2
full network / one-trap sum: 3.70
current shares in % for 1, 2, 3, 4+ traps; mean traps visited
base: 18.8, 54.3, 23.4, 3.5; mean 2.12
  sampling error of 4+ share: 0.3 % points
depth 2 eV: 5.8, 52.1, 32.4, 9.6; mean 2.46
  sampling error of 4+ share: 1.5 % points
density 1e20 cm^-3: 0.2, 5.5, 23.2, 71.1; mean 4.27
  sampling error of 4+ share: 0.5 % points
film 10 nm: 0.0, 0.9, 12.9, 86.3; mean 4.79
  sampling error of 4+ share: 1.2 % points
energy spread 0.1 eV: 45.8, 44.6, 8.9, 0.6; mean 1.64
  sampling error of 4+ share: 0.2 % points
spacing at 1e20 cm^-3: 2.15 nm
thermal energy at 300 K: 0.0259 eV
2.5 nm hop exponent at 0 MV/cm: 11.46
2.5 nm hop exponent at 1 MV/cm: 10.71
2.5 nm hop exponent at 3 MV/cm: 8.91
Poole-Frenkel lowering at 1 MV/cm: 0.379 eV
  emission factor at 300 K: 3.76e-11
  emission factor at 358 K: 1.84e-09
  tunnel factor, 2.5 nm hop: 2.24e-05
Poole-Frenkel lowering at 3 MV/cm: 0.657 eV
  emission factor at 300 K: 1.75e-06
  emission factor at 358 K: 1.50e-05
  tunnel factor, 2.5 nm hop: 1.35e-04
direct / one-trap tunnelling: 1.1e-04
permittivity static, optical: 30, 4
Coulomb energy at one spacing: 0.0103 eV
edge field, all traps charged: 0.15 MV/cm
\end{verbatim}
